# Rotational g factor, nonadiabatic rotational constant and dipole sign

## A special case: two rigid ions

Let a diatomic molecule consist of two point-like ions, A with charge \(+qe\) at \(z_A\) and B with charge \(-qe\) at \(z_B\). Positions are measured along the molecular axis from the centre of mass. The molecule turns with angular velocity \(\boldsymbol\omega\) perpendicular to the axis. A charge \(Q_K\) on a circle of radius \(|z_K|\) has magnetic moment \(Q_Kz_K^2\boldsymbol\omega/2c\), so

\[
\boldsymbol\mu=\frac{e}{2c}\,G\,\boldsymbol\omega,\qquad
G=q(z_A^2-z_B^2)=q(z_A-z_B)(z_A+z_B)=\frac{D_z}{e}(z_A+z_B),
\]

where \(D_z=qe(z_A-z_B)\) is the electric dipole moment. Now replace one nucleus by another isotope at the same separation. The centre of mass moves by \(d\) along \(+z\), both coordinates fall by \(d\), and \(D_z\) is unchanged. Hence

\[
G'-G=-\frac{2d\,D_z}{e}.
\]

Each magnetic moment is quadratic in the distances from the axis of rotation. Moving that axis brings out the first moment of the charge, with its sign. The theorem below shows that this relation survives when the electrons are quantum mechanical and follow the nuclei only in part. It also shows that the same \(G\) fixes the nonadiabatic correction of the rotational constant.

## Setting and assumptions

The molecule is in an isolated closed-shell singlet \(\Sigma\) state. Its nuclei have charges \(Z_Ke\) and masses \(M_K\) and are held at separation \(R\). There are \(N_e\) electrons of mass \(m\) and charge \(-e\). The origin is the centre of mass of the bare nuclei, and \(z\) runs along the axis. Gaussian units are used. Define

\[
I=\sum_KM_Kz_K^2,\qquad Q=\sum_KZ_Kz_K^2,\qquad
I_{\rm el}=2\sum_{n\ne0}\frac{|\langle n|L_x|0\rangle|^2}{E_n-E_0},
\]

where \(\mathbf L=\sum_i\mathbf r_i\times\mathbf p_i\) refers to the same origin, and \(|n\rangle,E_n\) belong to the fixed-nucleus Hamiltonian \(H_{\rm el}\). The g factor is defined by

\[
\boldsymbol\mu=g\,\mu_N\mathbf J/\hbar,\qquad \mu_N=\frac{e\hbar}{2m_pc},
\]

so a positive \(g\) means a moment parallel to \(\mathbf J\). The dipole points from negative to positive charge:

\[
D_z=e\Big(\sum_KZ_Kz_K-\zeta\Big),\qquad \zeta=\langle0|\sum_iz_i|0\rangle .
\]

Results hold to leading order in \(m/M\), with rotational energies small compared with the electronic gaps \(E_n-E_0\). The second condition excludes a \(\Pi\) state nearly degenerate with the ground state.

## Theorem

**(i)** Let \(B_{\rm nuc}=\hbar^2/2I\), and let \(B_{\rm atom}\) be the same expression with neutral-atom masses. For a neutral molecule the rotational constant at fixed \(R\), including the nonadiabatic response of the electrons, is

\[
B_{\rm eff}=B_{\rm nuc}\Big(1-\frac{I_{\rm el}}{I}\Big)
=B_{\rm atom}\Big(1+\frac{m}{m_p}\,g\Big),\qquad
g=\frac{m_p}{I}\Big(Q-\frac{I_{\rm el}}{m}\Big).
\]

**(ii)** If isotopic substitution at the same \(R\) moves the centre of mass by \(d\) along \(+z\), then for a neutral molecule

\[
g'I'-gI=-\frac{2m_pd}{e}\,D_z .
\]

Thus two g factors of known sign give the sign and size of the dipole moment.

## Lemma 1: the electrons add inertia

*The rotational constant is \(B_{\rm nuc}(1-I_{\rm el}/I)\).*

**Proof.** Let \(\mathbf N\) be the angular momentum of the nuclei, so that \(\mathbf J=\mathbf N+\mathbf L\). Nuclei on the \(z\) axis have \(N_z=0\), and therefore \(J_z=L_z\). In body-fixed axes the components of \(\mathbf J\) commute with those of \(\mathbf L\), and

\[
H=H_{\rm el}+\frac{(J_x-L_x)^2+(J_y-L_y)^2}{2I}.
\]

Expanding the squares gives three parts:

\[
H=H_{\rm el}+\frac{J_x^2+J_y^2}{2I}+\frac{L_x^2+L_y^2}{2I}
-\frac{J_xL_x+J_yL_y}{I}.
\]

In a \(\Sigma\) state \(J_z=0\), so \(J_x^2+J_y^2=\hbar^2J(J+1)\). The second term then gives \(B_{\rm nuc}J(J+1)\). At this order the third shifts all rotational levels equally. So does the recoil energy \(\mathbf P^2/(2\sum_KM_K)\) of the nuclear centre of mass, where \(\mathbf P\) is the total electronic momentum; it has therefore been left out of \(H\). The last mixes in excited electronic states; its second-order energy is

\[
E^{(2)}=-\frac1{I^2}\sum_{a,b=x,y}J_aJ_bS_{ab},\qquad
S_{ab}=\sum_{n\ne0}\frac{\langle0|L_a|n\rangle\langle n|L_b|0\rangle}{E_n-E_0}.
\]

The reflection \(y\to-y\) leaves \(H_{\rm el}\) unchanged, reverses \(L_x=\sum_i(y_ip_{z,i}-z_ip_{y,i})\), and preserves \(L_y\). The state \(|0\rangle\) changes at most by a sign, so \(S_{xy}=-S_{xy}=0\). Axial symmetry gives \(S_{xx}=S_{yy}=I_{\rm el}/2\). Hence

\[
E^{(2)}=-\frac{I_{\rm el}}{2I^2}\,\hbar^2J(J+1)
=-B_{\rm nuc}\frac{I_{\rm el}}{I}J(J+1). \qquad\blacksquare
\]

To this order, \(1-I_{\rm el}/I\) equals \(I/(I+I_{\rm el})\). The electrons act as an extra moment of inertia.

## Lemma 2: the same quantity fixes the magnetic moment

*The g factor is \((m_p/I)(Q-I_{\rm el}/m)\).*

**Proof.** To first order in the coupling, the electronic state is

\[
|\psi\rangle=|0\rangle+\frac1I\sum_{n\ne0}|n\rangle
\frac{J_x\langle n|L_x|0\rangle+J_y\langle n|L_y|0\rangle}{E_n-E_0}.
\]

The coupling has a minus sign and the first-order amplitude has another, so the correction is positive. Take the component of \(\mathbf L\) along a fixed laboratory direction \(\mathbf b\), with body components \(b_a\). The two cross terms between \(|0\rangle\) and the correction give

\[
\langle\mathbf L\cdot\mathbf b\rangle
=\frac1I\sum_{a=x,y}S_{aa}(J_ab_a+b_aJ_a).
\]

A rotation about axis \(a\) leaves \(b_a\) unchanged, so \(J_a\) and \(b_a\) commute. The sum is therefore \((I_{\rm el}/I)(J_xb_x+J_yb_y)\). Since \(J_z\) gives zero on this state, the missing term \(J_zb_z\) may be added, and

\[
\langle\mathbf L\rangle=\frac{I_{\rm el}}{I}\,\mathbf J .
\]

The electronic moment is \(-(e/2mc)\langle\mathbf L\rangle\). The nuclei turn with angular velocity \(\mathbf N/I\), and their moment is \((e/2c)Q\mathbf N/I\). Here \(\mathbf N\) may be replaced by \(\mathbf J\), because \(\langle\mathbf L\rangle\) is smaller than \(\mathbf J\) by the factor \(I_{\rm el}/I\), of order \(m/M\). The sum is

\[
\boldsymbol\mu=\frac{e}{2cI}\Big(Q-\frac{I_{\rm el}}m\Big)\mathbf J .
\]

Comparison with \(\boldsymbol\mu=ge\mathbf J/(2m_pc)\) gives the result. \(\blacksquare\)

It is useful to write

\[
G=Q-\frac{I_{\rm el}}m=\frac{gI}{m_p}.
\]

Its sign is that of \(g\). A negative \(g\) means that the electronic magnetic moment outweighs the nuclear one.

## Proof of part (i)

Replacing \(M_K\) by \(M_K+Z_Km\) adds \(mQ\) to the moment of inertia about the nuclear centre of mass. The centre of mass of the atomic masses is displaced from it by

\[
\delta=\frac{m\sum_KZ_Kz_K}{\sum_K(M_K+Z_Km)}.
\]

The parallel-axis correction is the total mass times \(\delta^2\), which is of order \(m^2/M\) times a squared length. It is dropped, as is the mass equivalent of the atomic binding energies. Thus \(I_{\rm atom}=I+mQ\), and

\[
\frac{B_{\rm eff}}{B_{\rm atom}}
=\Big(1-\frac{I_{\rm el}}I\Big)\Big(1+\frac{mQ}I\Big)
=1+\frac{mQ-I_{\rm el}}I
=1+\frac{mG}{I}=1+\frac m{m_p}g,
\]

where the product of the two small terms has been dropped. \(\blacksquare\)

Using atomic masses amounts to letting \(Z_K\) electrons ride on nucleus \(K\). The term in \(g\) is what remains after this assignment. If neutral atoms did carry their electrons as point masses, \(I_{\rm el}\) would equal \(mQ\), \(g\) would vanish, and \(B_{\rm atom}\) would need no correction. In the opposite limit, where the electrons do not respond to the rotation, \(I_{\rm el}=0\), \(g=m_pQ/I\), and \(B_{\rm eff}=B_{\rm nuc}\).

## Lemma 3: moving the centre of rotation

*If the origin moves by \(d\) along \(+z\), then*

\[
I_{\rm el}'=I_{\rm el}-2md\,\zeta+N_emd^2 .
\]

**Proof.** At fixed \(R\), \(H_{\rm el}\) does not contain the nuclear masses, so its states are the same for both isotopologues. Only the angular momentum operator changes. With \(z_i'=z_i-d\),

\[
L_x'=\sum_i\big[y_ip_{z,i}-(z_i-d)p_{y,i}\big]=L_x+dP_y,\qquad P_y=\sum_ip_{y,i}.
\]

Expanding the squared matrix element gives

\[
I_{\rm el}'=I_{\rm el}
+4d\,{\rm Re}\sum_{n\ne0}\frac{\langle0|L_x|n\rangle\langle n|P_y|0\rangle}{E_n-E_0}
+2d^2\sum_{n\ne0}\frac{|\langle n|P_y|0\rangle|^2}{E_n-E_0}.
\]

Let \(Y=\sum_iy_i\). The potential energy commutes with \(Y\), while the kinetic energy gives \([H_{\rm el},Y]=-i\hbar P_y/m\). Therefore

\[
P_y=\frac{im}\hbar[H_{\rm el},Y],\qquad
\langle n|P_y|0\rangle=\frac{im}\hbar(E_n-E_0)\langle n|Y|0\rangle .
\]

The energy denominators cancel. The state \(n=0\) can be included in the sums because \(\langle0|Y|0\rangle=0\) by axial symmetry. Closure turns the middle term into

\[
4d\,{\rm Re}\,\frac{im}\hbar\langle L_xY\rangle
=4d\,\frac m\hbar\,\frac i2\langle[L_x,Y]\rangle .
\]

The real part was taken by adding the complex conjugate and halving. Since \([-z_ip_{y,i},y_i]=i\hbar z_i\), we have \(\langle[L_x,Y]\rangle=i\hbar\zeta\), and the middle term is \(-2md\zeta\). In the same way, \([P_y,Y]=-i\hbar N_e\) makes the last term

\[
2d^2\,\frac m\hbar\,\frac i2(-i\hbar N_e)=N_emd^2. \qquad\blacksquare
\]

## Proof of part (ii)

The nuclear sum changes by

\[
Q'=\sum_KZ_K(z_K-d)^2=Q-2d\sum_KZ_Kz_K+d^2\sum_KZ_K .
\]

Subtracting \(I_{\rm el}'/m\) from Lemma 3 gives

\[
G'-G=-2d\Big(\sum_KZ_Kz_K-\zeta\Big)+d^2\Big(\sum_KZ_K-N_e\Big)
=-\frac{2dD_z}e+q_{\rm tot}d^2,
\]

where \(q_{\rm tot}e\) is the total charge. For a neutral molecule the last term vanishes. Multiplication by \(m_p\) and \(m_pG=gI\) complete the proof. \(\blacksquare\)

For an ion the quadratic term must be kept, and \(D_z\) refers to the old centre of mass. If a neutral molecule has \(D_z=0\) by symmetry, \(gI\) is the same for all its isotopologues and \(g\) varies as \(1/I\). The relation also loses its use when \(d=0\), for then no first moment is brought out.

The level spacings and magnetic moment of a three-dimensional model rotor, with one electron bound in an oscillator well, were tested against the theorem by diagonalization. For \(J=1\) and \(J=2\) both routes gave \(G=2.229\,a_0^2\). The shift relation passed for a neutral model and for one with charge \(0.5e\).

## Remark 1: the relation in Hartree-Fock theory

Lemma 3 used exact electronic states. An approximate method needs its own justification. Let \(E(\omega)\) be the minimum of \(\langle H_{\rm el}-\omega L_x\rangle\) over single determinants. Coupled Hartree-Fock response defines \(I_{\rm el}\) through \(E(\omega)=E(0)-\tfrac12I_{\rm el}\omega^2+\dots\), the form that second-order perturbation theory gives for exact states.

For the displaced centre, multiply every orbital by \(e^{im\omega dy/\hbar}\). This turns determinants into determinants. It leaves the Coulomb and exchange energies unchanged, because the phases cancel at each electron's position, and it replaces \(p_y\) by \(p_y+m\omega d\). The operator \(H_{\rm el}-\omega(L_x+dP_y)\) becomes

\[
\begin{aligned}
&H_{\rm el}+\omega dP_y+\tfrac12N_em\omega^2d^2
-\omega L_x+m\omega^2d\sum_iz_i-\omega dP_y-N_em\omega^2d^2\\
&\quad=H_{\rm el}-\omega L_x+m\omega^2d\sum_iz_i-\tfrac12N_em\omega^2d^2 .
\end{aligned}
\]

To order \(\omega^2\), the term with \(\sum_iz_i\) may be evaluated in the unperturbed state. Comparing coefficients of \(-\tfrac12\omega^2\) reproduces Lemma 3, with \(\zeta\) taken from the Hartree-Fock density. The orbital basis must be able to represent the phase factor, which to first order requires \(y\) times each occupied orbital.

Uncoupled response uses orbital energy differences and omits the response of the Fock operator \(F\). Nonlocal exchange does not commute with \(y\), so \(p_y\) is not \((im/\hbar)[F,y]\), and the proof of Lemma 3 fails.

## Remark 2: what measured data must supply

**Signs of g.** Reversing both g factors reverses the inferred dipole and leaves its size unchanged. Two magnitudes alone therefore cannot settle the sign.

**Vibration.** Isotopologues have different vibrational averages. If these add \(\Delta_{\rm vib}\) to \(G'-G\), the inferred dipole changes by \(-e\Delta_{\rm vib}/2d\). Its sign is safe while \(|\Delta_{\rm vib}|<2d|D_z|/e\). A small \(d\) magnifies this error and any error in \(g\).

**Rotational constants.** A measured \(B\) also contains vibrational terms and the mass-dependent adiabatic correction to the potential, which shifts the equilibrium distance. Part (i) describes one contribution at fixed \(R\). It does not allow \(g\) to be read from \(B\) alone.

## Example: LiH and LiD

Take \(^7\)LiH and \(^7\)LiD at the chosen separation \(R=3.00\,a_0\), with \(z\) pointing from Li to H. The electronic quantities come from coupled Hartree-Fock theory in an uncontracted Gaussian basis of 112 functions. Electron correlation, vibration and relativity are left out. The last digit of the electronic values below depends on the basis. A set of 182 functions with f shells moves \(I_{\rm el}\), \(G\) and the dipole from \(G'-G\) by about 0.001 in atomic units and leaves both g factors unchanged to three decimals. Uncontracted aug-cc-pVQZ lowers \(I_{\rm el}\) by about \(0.01\,ma_0^2\) and \(|g|\) by about 0.001.

For \(^7\)LiH, \(I=14450\,ma_0^2\), \(Q=7.307\,a_0^2\) and \(I_{\rm el}=12.848\,ma_0^2\). Hence

\[
G=7.307-12.848=-5.540\,a_0^2\ \text{(from unrounded values)},
\]

\[
g=\frac{1836.15\times(-5.540)}{14450}=-0.704 .
\]

For \(^7\)LiD, \(I'=25666\,ma_0^2\), \(Q'=6.776\,a_0^2\) and \(I'_{\rm el}=10.940\,ma_0^2\). These give \(G'=-4.164\,a_0^2\) and \(g'=-0.298\). Both moments are opposite to \(\mathbf J\).

With \(B\) divided by \(hc\), the bare nuclei of \(^7\)LiH give \(7.59413\,{\rm cm}^{-1}\). Electronic inertia lowers this by \(0.00675\,{\rm cm}^{-1}\), to \(7.58738\,{\rm cm}^{-1}\). Atomic masses account for \(0.00384\,{\rm cm}^{-1}\) of the reduction. The remaining \(0.00291\,{\rm cm}^{-1}\) is the g-factor term,

\[
\frac{m}{m_p}g\,B_{\rm atom}=(-3.834\times10^{-4})(7.59029\,{\rm cm}^{-1})
=-0.00291\,{\rm cm}^{-1}.
\]

Since \(B\) varies as \(R^{-2}\), the same relative change would follow from lengthening the bond by \(\tfrac12(3.834\times10^{-4})R\approx6\times10^{-4}a_0\). This shows how closely \(R\) must be known before such a term can be isolated in a measured constant.

Deuteration moves the centre of mass towards hydrogen by \(d=0.66911-0.37671=0.2924\,a_0\). Part (ii) gives

\[
D_z=-e\,\frac{G'-G}{2d}=-\frac{1.3761}{2(0.2924)}\,ea_0
=-2.353\,ea_0=-5.98\ {\rm debye}.
\]

The negative sign means that the dipole points from H to Li: the polarity is \({\rm Li}^{+}{\rm H}^{-}\). The dipole calculated directly from the electron density is \(-2.354\,ea_0\). Before rounding, the two differ by about 0.06% of the dipole, a basis residual that falls below 0.01% in the 182-function set. The agreement tests the relation within this level of theory, not the accuracy of Hartree-Fock itself.

The sign can also be read as a prediction. Starting from \(g\) of \(^7\)LiH and the size of the density dipole, the polarity \({\rm Li}^{+}{\rm H}^{-}\) predicts \(g'=-0.298\), while \({\rm Li}^{-}{\rm H}^{+}\) predicts \(-0.495\). The separate response calculation for \(^7\)LiD selects the first.

Reversing only \(g'\) would give \(D_z=-16.6\,ea_0\). All four electrons placed at the H nucleus would give only \(-9\,ea_0\). A dipole of \(-16.6\,ea_0\) would need the mean electron position, lithium core electrons included, to lie \(1.9\,a_0\) beyond the H nucleus, so this choice can be rejected on size. Reversing both g factors gives \(+2.353\,ea_0\), which size cannot reject. For the vibrational error, the safe range is \(|\Delta_{\rm vib}|<1.38\,a_0^2\), about a quarter of \(|G|\) for \(^7\)LiH.

Uncoupled response gives \(-0.383\,ea_0\). It has the right sign here but misses most of the dipole, in line with Remark 1. The basis matters as well. In the small 6-31G basis, a direct self-consistent solution in a rotating frame and the coupled response formula agree on \(I_{\rm el}=6.150\,ma_0^2\), with the centre \(0.40\,a_0\) from Li. This tests the response formula, but the value is only about half that in the large basis. Moving the centre from \(0.377\,a_0\) to \(0.40\,a_0\) lowers \(I_{\rm el}\) by \(0.18\,ma_0^2\) in the large basis, as Lemma 3 predicts, and by \(0.08\,ma_0^2\) in 6-31G, where the lemma fails. The discrepancy is therefore due to the basis. The 6-31G set has no p functions on hydrogen, which are needed to represent \(y\) times the s functions there, and no d functions on lithium. Adding hydrogen p shells with exponents 2.825, 0.640 and 0.161 raises \(I_{\rm el}\) to \(11.5\,ma_0^2\); adding instead two lithium d shells with exponents 0.2 and 0.07 raises it to \(8.7\,ma_0^2\). The numerical output lists the values for both isotopologues.

## Values computed for the example and the checks

```
model: I_el from sum over states = 0.5714 m a0^2
model J=1: I_el from levels = 0.5707 m a0^2
model J=1: G from levels = 2.2291, from moment = 2.2291 a0^2
model J=2: I_el from levels = 0.5707 m a0^2
model J=2: G from levels = 2.2291, from moment = 2.2291 a0^2
model, charge 0.0 e: G'-G = -0.4202, predicted -0.4204 a0^2
model, charge 0.5 e: G'-G = -1.5752, predicted -1.5754 a0^2
LiH 6-31G: I_el rotating frame = 6.15029 m a0^2
LiH 6-31G: I_el response formula = 6.15029 m a0^2
R = 3.00 a0; basis functions = 112; HF energy = -7.98649 hartree
input atomic mass of 7Li = 7.016 u; m_p/m = 1836.153
sum rule, should be 4 electrons: 3.9994
7LiH: centre of mass from Li = 0.37671 a0; I = 14450.28 m a0^2
7LiH: Q = 7.3074 a0^2; I_el = 12.8476 m a0^2; G = -5.5402 a0^2
7LiH: g = -0.7040; g*m/m_p = -3.8340e-04
7LiH: B_nuc = 7.59413 cm^-1; B_atom = 7.59029 cm^-1
7LiH: B_eff = 7.58738 cm^-1; B_atom(1+g m/m_p) = 7.58738 cm^-1
7LiH: B_eff-B_nuc = -0.00675; B_eff-B_atom = -0.00291 cm^-1
7LiD: centre of mass from Li = 0.66911 a0; I = 25666.48 m a0^2
7LiD: Q = 6.7762 a0^2; I_el = 10.9403 m a0^2; G = -4.1641 a0^2
7LiD: g = -0.2979; g*m/m_p = -1.6224e-04
7LiD: B_nuc = 4.27551 cm^-1; B_atom = 4.27438 cm^-1
7LiD: B_eff = 4.27369 cm^-1; B_atom(1+g m/m_p) = 4.27369 cm^-1
7LiD: B_eff-B_nuc = -0.00182; B_eff-B_atom = -0.00069 cm^-1
shift of centre of mass d = 0.29240 a0; G'-G = 1.3761 a0^2
D_z from the two g factors = -2.3531 e a0 = -5.981 debye
D_z from the electron density = -2.3545 e a0 = -5.984 debye
D_z from uncoupled response = -0.3832 e a0
D_z if only the sign of g(7LiD) were reversed = -16.594 e a0
g(7LiD) predicted with Li(+)H(-) dipole = -0.2978
g(7LiD) predicted with Li(-)H(+) dipole = -0.4948
```
